# Coburn–Winters Etch-Rate Ratio for a Trench Floor: Derivation and Limits

Planning a trench etch requires a decision: may the etch time be computed from the rate measured on an open surface, or must the rate be reduced as the trench deepens? When neutral radicals limit the etch, the answer depends on two probabilities: that a radical passes through the trench, and that it reacts when it strikes the floor. The theorem below combines them. A second theorem shows that treating re-emission from the floor as uniform never underestimates the mean floor flux, provided the reaction probability is the same everywhere on the floor. An estimate of the error then tells whether the mean requires a spatially resolved calculation.

## Setting and assumptions

A long straight trench has opening width $w_t$, floor width $w_b$ and depth $d$, which includes any mask. Fluxes are one-way impact rates per unit area: $\Gamma_t$ on the open surface and at the opening, $\Gamma_b$ averaged over the floor. Each impact on the floor leads to reaction with probability $S$, where $0<S\le 1$.

- **A1.** Radicals in the trench collide with surfaces, not with one another or with other gas molecules.
- **A2.** They enter uniformly across the opening with the cosine law, and leave surfaces with the cosine law.
- **A3.** The side walls neither consume nor produce radicals.
- **A4.** The state is steady: molecules cross the trench much faster than its shape changes.
- **A5.** Molecules that survive a floor impact leave the floor uniformly over its width.

A5 is dropped in Theorem 2.

Let $K_\downarrow$ be the probability that an entering molecule reaches the floor before returning to the opening. Let $K_\uparrow$ be the probability that a molecule leaving the floor uniformly reaches the opening before returning to the floor. Any number of wall reflections may occur on the way.

## Reciprocity

**Lemma 1.** Under A1–A3, $w_tK_\downarrow=w_bK_\uparrow$. For equal widths both probabilities have one value, $K$.

*Proof.* A molecule leaving point $a$ with the cosine law lands on a visible area element $dA_b$ with probability $q(a,b)\,dA_b$, where
$$
q(a,b)=\frac{\cos\theta_a\cos\theta_b}{\pi r_{ab}^2}.
$$
Here $r_{ab}$ is the distance, and the angles are measured from the two surface normals. Exchanging $a$ and $b$ leaves $q$ unchanged. Adding all paths with intermediate wall reflections gives
$$
Q(a,b)=q(a,b)+\int q(a,c)\,q(c,b)\,dA_c+\cdots .
$$
Reading each chain backwards shows that $Q(a,b)=Q(b,a)$. Integration along the uniform trench preserves this symmetry, leaving a kernel for positions in the cross-section. Hence
$$
w_tK_\downarrow=\int_{\rm opening}\!dt\int_{\rm floor}\!dx\,Q(t,x)
=\int_{\rm floor}\!dx\int_{\rm opening}\!dt\,Q(x,t)=w_bK_\uparrow .
$$
Setting $w_t=w_b$ proves the last statement. $\square$

## The flux ratio

**Theorem 1.** Under A1–A5, a trench with $w_t=w_b$ satisfies
$$
\boxed{\frac{\Gamma_b}{\Gamma_t}=\frac{K}{K+S-KS}}.
$$
If $S$ and the volume $v$ removed per reacted radical are the same on the floor and the open surface, this is also the etch-rate ratio $R_b/R_t$.

*Proof.* The floor flux has two parts. Molecules arriving for the first time contribute $K\Gamma_t$. Molecules that survive a floor impact leave at rate $(1-S)\Gamma_b$ per unit area, and a fraction $1-K$ of them returns before escaping. Therefore
$$
\Gamma_b=K\Gamma_t+(1-K)(1-S)\Gamma_b .
$$
Collecting the floor flux on the left gives
$$
\bigl[1-(1-K)(1-S)\bigr]\Gamma_b=K\Gamma_t .
$$
Since $(1-K)(1-S)=1-K-S+KS$, the bracket is
$$
D=K+S-KS,
$$
and division by $D\Gamma_t$ gives the flux ratio. The etch rate is $R=S\Gamma v$, so equal factors $S$ and $v$ cancel in $R_b/R_t$. $\square$

The same result follows from counting visits. An entering molecule makes its first floor impact with probability $K$, and each impact is followed by another with probability $(1-K)(1-S)$. The expected number of impacts is
$$
K\sum_{n=0}^{\infty}\bigl[(1-K)(1-S)\bigr]^n
=\frac{K}{1-(1-K)(1-S)}=\frac{K}{D}.
$$
With equal widths, impacts per entering molecule equal the flux ratio.

**Limits.** Write $f=K/D$. Dividing numerator and denominator by $K$ gives
$$
\frac1f=1+S\left(\frac1K-1\right).
$$
For $S\to0$ at fixed $K>0$, $f\to1$: without consumption the floor flux equals that outside, however narrow the trench. For $S=1$, $f=K$, because no molecule gets a second impact. For $K\ll S$, $f\approx K/S$.

The derivatives separate two effects of $S$. Since $\partial D/\partial S=1-K$,
$$
\frac{\partial f}{\partial S}=-\frac{K(1-K)}{D^2},
\qquad
\frac{\partial(Sf)}{\partial S}
=K\,\frac{D-S(1-K)}{D^2}=\frac{K^2}{D^2}.
$$
At fixed $K<1$, a more reactive surface makes the floor etch faster in absolute terms, but slower relative to the open surface.

**Corollary (tapered trench).** For unequal widths, the number of floor impacts per unit trench length obeys
$$
w_b\Gamma_b=w_tK_\downarrow\Gamma_t+(1-K_\uparrow)(1-S)w_b\Gamma_b .
$$
Lemma 1 replaces $w_tK_\downarrow$ by $w_bK_\uparrow$. Dividing by $w_b$ and solving as before gives
$$
\frac{\Gamma_b}{\Gamma_t}=\frac{K_\uparrow}{K_\uparrow+S-K_\uparrow S}.
$$
The probability seen from the floor is the one that enters. For $w_b/w_t=0.7$, $d/w_t=3$ and $S=0.30$, the computed probabilities are $K_\downarrow=0.348$ and $K_\uparrow=0.497$, and the flux ratio is $0.767$. Inserting $K_\downarrow$ instead would give $0.640$.

## What uniform re-emission leaves out

In reality a molecule leaves the floor near where it landed. Divide the floor into $N$ equal strips, and let $\phi_i$ be the flux on strip $i$ divided by $\Gamma_t$. Let $k_i$ be the probability that a molecule leaving strip $i$ escapes before returning to the floor, and let $G_{ij}$ be the probability that its next floor impact is on strip $j$. Re-emission is now uniform only within each strip, and local re-emission is approached as $N$ grows.

The symmetry of $Q$ gives $G_{ij}=G_{ji}$. It also makes $k_i$ the first-arrival flux on strip $i$ per unit $\Gamma_t$. Every side-wall point sees the opening, so a molecule cannot remain among the walls indefinitely. It escapes or returns:
$$
k_i+\sum_jG_{ij}=1 .
$$
With $\mathbf 1$ the vector of ones and $\langle\cdot\rangle$ the average over strips, the flux equation is
$$
\phi=k+(1-S)G\phi,\qquad G\mathbf1=\mathbf1-k,\qquad \langle k\rangle=K .
$$

**Theorem 2.** Under A1–A4, for equal widths (with $K_\uparrow$ in place of $K$ for a tapered trench), one value of $S$ over the whole floor, and re-emission resolved by strips,
$$
\langle\phi\rangle\le\frac{K}{K+S-KS}.
$$
For $0<S<1$, equality holds if and only if all $k_i$ are equal. For $S=1$, equality holds for any $k_i$.

*Proof.* Put $H=I-G$, where $I$ is the unit matrix. Then $k=H\mathbf1$, and
$$
I-(1-S)G=I-(1-S)(I-H)=SI+(1-S)H .
$$
The flux equation becomes
$$
[SI+(1-S)H]\phi=H\mathbf1 .
$$
The entries of $G$ are non-negative and its row sums do not exceed 1, so its eigenvalues lie between $-1$ and $1$. The eigenvalues $h_n$ of $H$ therefore lie between 0 and 2, and the matrix on the left is invertible.

Because $H$ is symmetric, it has orthogonal eigenvectors $u_n$, normalized by $\langle u_n^2\rangle=1$. Expand $\mathbf1=\sum_n a_nu_n$ and set $c_n=a_n^2$. Then
$$
\sum_nc_n=1,\qquad \sum_nc_nh_n=\langle H\mathbf1\rangle=K,\qquad
\langle\phi\rangle=\sum_nc_n\,g(h_n),
$$
with
$$
g(h)=\frac{h}{S+(1-S)h},\qquad
g''(h)=-\frac{2S(1-S)}{[S+(1-S)h]^3}.
$$
For $0<S<1$ the function is strictly concave. A weighted average of its values cannot exceed its value at the average argument, which is Jensen's inequality:
$$
\langle\phi\rangle\le g(K)=\frac{K}{S+(1-S)K}=\frac KD .
$$
Equality requires every eigenvector with nonzero weight to have $h_n=K$. This means $H\mathbf1=K\mathbf1$, or $k_i=K$ for all $i$. Conversely, if all $k_i=K$, then $H\mathbf1=K\mathbf1$, so $\phi=g(K)\mathbf1$ solves the flux equation and equality holds. At $S=1$ the flux equation reduces to $\phi=k$, whose average is $K$. $\square$

**Size of the gap.** Write $k=K+\delta$ and $\phi=c+\psi$, where $\delta$ and $\psi$ average to zero. Averaging the flux equation gives
$$
c=K+(1-S)\bigl[(1-K)c+\langle G\psi\rangle\bigr].
$$
Symmetry gives $\langle G\psi\rangle=\langle(G\mathbf1)\psi\rangle=-\langle\delta\psi\rangle$, because $G\mathbf1=1-K-\delta$ and $\langle\psi\rangle=0$. Hence
$$
Dc=K-(1-S)\langle\delta\psi\rangle .
$$
In the part of the flux equation that averages to zero, neglect the return of $\psi$ to the floor. This leaves $\psi\approx[1-(1-S)c]\delta$. With $c\approx K/D$,
$$
1-\frac{(1-S)K}{D}=\frac{K+S-KS-K+KS}{D}=\frac SD .
$$
Thus $\psi\approx S\delta/D$, and
$$
\frac KD-\langle\phi\rangle\approx
\frac{S(1-S)}{D^2}\,\langle\delta^2\rangle .
$$
The gap is second order in the nonuniformity. It was tested against resolved solutions at aspect ratios $d/w$ of 1, 3, 5 and 10, each with $S=0.05$, $0.3$ and $0.7$. In all twelve cases the gap was positive and differed from the estimate by less than 25% of the estimate.

## Example: oxygen etching of an organic low-k polymer

Take a vertical trench 100 nm wide and 300 nm deep, with $S=0.30$. Solving the flux equations with view factors gives $K=0.4572$. Following individual molecules gives $0.4571\pm0.0007$, where the uncertainty is one standard error. Then
$$
D=0.4572+0.30-0.4572\times0.30=0.620,\qquad
\frac{\Gamma_b}{\Gamma_t}=\frac{0.4572}{0.620}=0.737 .
$$

The open-surface flux follows from the Maxwell distribution. For number density $n$, radical mass $m$ and temperature $T$,
$$
\Gamma_t=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_z e^{-mv_z^2/2k_BT}\,dv_z
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}},
$$
since the integral is $k_BT/m$ and $p=nk_BT$. Atomic oxygen at 0.20 mTorr and 300 K gives $\Gamma_t=1.014\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}$.

Let each reacted oxygen atom remove one carbon atom, from a film containing $5.0\times10^{22}$ carbon atoms per $\mathrm{cm^3}$. The open-surface rate is
$$
R_t=\frac{0.30\times1.014\times10^{17}}{5.0\times10^{22}}\ \mathrm{cm/s}
=6.08\ \mathrm{nm/s}\approx365\ \mathrm{nm/min}.
$$
The floor rate is $0.737\times365\approx269$ nm/min. At this depth, using the open-surface rate would overestimate the floor rate by about 36% of the floor rate.

Nonuniformity of the floor hardly changes the mean flux here. With 80 floor strips the variance of the local escape probability is $3.78\times10^{-4}$ (it rises to $3.79\times10^{-4}$ on finer meshes), so the estimated gap is
$$
\frac{0.30\times0.70\times3.78\times10^{-4}}{0.620^2}=2.1\times10^{-4}.
$$
The resolved solution gives $2.2\times10^{-4}$. Locally the variation is larger: the flux ratio is 0.747 at the centre and 0.711 on the corner strip of width $w/80$. The corner value depends on the strip width and falls to about 0.707 as the strip shrinks to the corner point.

**Etch time.** If $S$ and the width stay fixed and the walls remain vertical, the time to etch from depth $d_0$ to $d_1$ is
$$
t=\int_{d_0}^{d_1}\frac{dd'}{R_tf(d')}
=\frac1{R_t}\int_{d_0}^{d_1}\left[1-S+\frac{S}{K(d'/w)}\right]dd' .
$$
At aspect ratio 10, $K=0.241$ and $f=0.514$, so the floor rate is about half the open-surface rate. The shortcut $K/S$ would give 0.80 there, because $K$ is not small compared with $S$.

## Where the assumptions fail

**Reacting side walls.** With a loss probability of 0.01 per wall impact, the resolved flux ratio falls from 0.737 to 0.704, a change of $-4.5\%$ relative to inert walls. With 0.05 it falls to 0.596, a change of $-19\%$. A molecule survives $n$ wall impacts with probability $(1-\ell)^n$, where $\ell$ is the loss per impact, so small losses accumulate over repeated impacts.

**Reaction limited by ions.** Suppose ions must clear oxygen-covered sites before more oxygen can react. Let $\theta$ be the covered fraction, $s_0$ the reaction probability on bare sites, $\Gamma_i$ the ion flux and $Y$ the number of oxygen atoms removed per ion at full coverage. The steady site balance is
$$
s_0(1-\theta)\Gamma=Y\Gamma_i\theta,\qquad S=s_0(1-\theta).
$$
Solving for $\theta$ gives the reaction rate per area,
$$
S\Gamma=\frac{s_0\Gamma\,Y\Gamma_i}{s_0\Gamma+Y\Gamma_i}.
$$
Since $S$ decreases with $\Gamma$, it is larger on the starved floor. The flux formula then takes the floor value $S_b$, and
$$
\frac{R_b}{R_t}=\frac{S_b}{S_t}\,\frac{K}{K+S_b-KS_b}.
$$

Take $Y=6$ and $\Gamma_i=1.0\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$ on both surfaces, and keep $S_t=0.30$. The open-surface coverage is $0.30\times1.014\times10^{17}/(6.0\times10^{16})=0.507$, so $s_0=0.30/0.493=0.609$. Solving the floor balance together with the flux formula gives $\theta_b=0.420$ and $S_b=0.353$. The flux ratio is 0.705, but the etch-rate ratio is $(0.353/0.30)\times0.705\approx0.83$, which is 12% above the value from equal $S$. If $s_0\Gamma\gg Y\Gamma_i$ on both surfaces, both rates approach the ion-limited value, and their ratio approaches 1 for equal ion fluxes.

**Collisions and ion angles.** At 10 mTorr total pressure and a collision diameter of 0.35 nm, the mean free path is 5.7 mm, about $6\times10^4$ trench widths, so A1 is well satisfied. For 200 eV ions with a transverse temperature of 0.05 eV, the root-mean-square slope is $\sqrt{0.05/400}=0.011$. The mean absolute slope is $\sqrt{2/\pi}$ times this, or 0.0089. An ion with slope $s$ drifts sideways by $|s|d$ on its way down, so for uniform entry a fraction $|s|d/w$ of such ions strikes a side wall. Multiplying the mean absolute slope by the aspect ratio 3 therefore gives a loss of 2.7% of the ions.

**Comparison with real processing.** The dimensions, pressure and ion energy are rough values for low-pressure, ion-assisted etching of a carbon-rich polymer. An atomic-oxygen share of 2% is low for a strongly dissociated oxygen plasma, and both $S=0.30$ and six oxygen atoms removed per ion are assumed values, not measured ones. The reaction probability of oxygen atoms on a polymer depends strongly on ion bombardment and surface temperature. At fixed $S$, the oxygen pressure changes both etch rates but not their ratio; with site coverage, the ratio changes too. Real polymer walls can react with oxygen or let it recombine, which breaks A3; the two loss values above are examples, and a larger loss would lower the floor flux further. The carbon-removal rate does not carry over to silicon-based low-k films, where oxygen can strip carbon groups and leave an oxide-like solid. The separate corrections have different signs and should not be added as a prediction for a particular reactor.

## Numbers as computed

```
Trench width, depth: 100 nm, 300 nm
Aspect ratio: 3.0 (no unit)
Reaction probability S: 0.30 (no unit)
Gas temperature: 300 K
Total, atomic-O pressure: 10.0, 0.20 mTorr
Oxygen atom mass: 15.999 u
Carbon density: 5.0e+22 cm^-3
Transmission K: 0.4572 (no unit)
Change of K on halving strip number: 6.6e-06 (no unit)
Monte Carlo K: 0.4571 +/- 0.0007 (no unit)
Denominator K+S-KS: 0.6200 (no unit)
Return factor (1-K)(1-S): 0.3800 (no unit)
Formula flux ratio: 0.7373 (no unit)
Resolved-floor flux ratio: 0.7371 (no unit)
Monte Carlo flux ratio: 0.7353 +/- 0.0015 (no unit)
Open-surface O flux: 1.014e+17 cm^-2 s^-1
Open-surface etch rate: 365.1 nm/min
Floor etch rate by formula: 269.2 nm/min
Table at the same S (no units):
 aspect  1.0: K 0.6844, formula 0.8785, resolved 0.8780
 aspect  3.0: K 0.4572, formula 0.7373, resolved 0.7371
 aspect  5.0: K 0.3564, formula 0.6486, resolved 0.6485
 aspect 10.0: K 0.2406, formula 0.5136, resolved 0.5135
Tapered trench, floor width / opening width = 0.7 (no units):
 K down 0.3481, K up 0.4973
 uniform-floor flux ratio 0.7673
Neglected effects, each sized separately:
 Variance of local escape probability: 3.782e-04 (no unit)
 Floor gap, solved: 2.196e-04 (no unit)
 Floor gap, estimated: 2.066e-04 (no unit)
 Flux ratio at floor corner strip: 0.7110 (no unit)
 Flux ratio at floor centre strip: 0.7472 (no unit)
 Wall loss 0.01: flux ratio 0.7036, change -4.5 %
 Wall loss 0.05: flux ratio 0.5956, change -19.2 %
 Monte Carlo, wall loss 0.05: 0.5939 +/- 0.0013 (no unit)
 Collision diameter: 0.35 nm
 Mean free path: 5.71 mm
 Mean free path / trench width: 5.71e+04 (no unit)
 Ion energy, transverse temperature: 200, 0.05 eV
 Ions lost to side walls: 2.7 %
 Ion flux: 1.0e+16 cm^-2 s^-1
 O removed per ion at full coverage: 6.0 (no unit)
 Bare-surface sticking: 0.609 (no unit)
 Coverage, open and floor: 0.507, 0.420 (no unit)
 Floor S with coverage: 0.353 (no unit)
 Flux ratio with coverage: 0.7047 (no unit)
 Etch-rate ratio with coverage: 0.8288 (no unit)
 Its change from formula: 12.4 %
```
